# When a finite spherical well binds a new level

## From the radial equation to the threshold condition

An electron held in a small region, such as a cavity in a solid or a grain of one semiconductor embedded in another, feels to a first approximation a potential that is low inside a sphere and higher outside. In one dimension a symmetric attractive well binds at least one state, however shallow it is. In three dimensions a shallow sphere may bind nothing. If its depth is gradually increased, a first level appears, then others with different angular momenta. At which depths do they appear, and can a level that has appeared be lost again?

Take a particle of mass $m$ in the potential

$$V(r)=\begin{cases}-V_0,& r<a\\ 0,& r>a\end{cases}\qquad V_0>0 .$$

The mass is the same inside and outside, the wall is sharp, and the potential is exactly zero beyond it. The last point matters: a cavity that carries a net positive charge, such as an anion vacancy, adds an attractive tail proportional to $-1/r$, which binds infinitely many levels at any depth, and the thresholds and counts derived below then do not apply. The algebra uses atomic units, in which $\hbar=1$ and a free electron has $m=1$. A bound level has $E<0$. Its energy also lies above $-V_0$, because the mean kinetic energy is positive and the mean potential energy is at least $-V_0$.

Because the potential depends on $r$ alone, the wave function can be written $\psi=R(r)Y_{lm_l}(\theta,\phi)$. The angular part of the kinetic energy then contributes $l(l+1)/(2mr^2)$, and the radial function obeys

$$-\frac{1}{2m}\left(R''+\frac2rR'\right)+\frac{l(l+1)}{2mr^2}R+V R=ER .$$

The quantum number $m_l$ does not enter, so each radial solution stands for $2l+1$ orbital states. Define two positive wavenumbers,

$$k=\sqrt{2m(E+V_0)},\qquad \kappa=\sqrt{-2mE}.$$

Multiplying the radial equation by $-2m$ gives, inside and outside respectively,

$$R''+\frac2rR'+\left(k^2-\frac{l(l+1)}{r^2}\right)R=0,$$

$$R''+\frac2rR'-\left(\kappa^2+\frac{l(l+1)}{r^2}\right)R=0 .$$

Near the origin the trial form $R=r^s$ requires $s(s+1)=l(l+1)$, so $s=l$ or $s=-l-1$. The second behaviour is not acceptable. For $l\ge1$ the integral of $r^2R^2$ diverges at the origin. For $l=0$ it converges, but the Laplacian of $1/r$ contains a delta function at the origin that nothing in the equation cancels. One solution therefore remains inside, up to a factor. Outside, one solution decays and the other grows exponentially, and the growing one must be absent.

Both surviving solutions can be built from their $l=0$ forms. With $x=kr$ the inside equation for $l=0$ is solved by $j_0(x)=\sin x/x$. Define the functions of higher $l$ by

$$j_{l+1}=-j_l'+\frac{l}{x}j_l ,$$

where the prime means $d/dx$. To see that this works, suppose that $j_l$ satisfies the inside equation for $l$, and write $S=j_{l+1}$. Then

$$S'+\frac{l+2}{x}S=-j_l''+\frac lxj_l'-\frac{l}{x^2}j_l-\frac{l+2}{x}j_l'+\frac{l(l+2)}{x^2}j_l .$$

The two terms in $j_l'$ add to $-2j_l'/x$, and the two terms in $j_l/x^2$ have the total coefficient $l(l+2)-l=l(l+1)$. Hence

$$S'+\frac{l+2}{x}S=-j_l''-\frac2xj_l'+\frac{l(l+1)}{x^2}j_l=j_l ,$$

the last equality being the equation for $j_l$. Now insert this expression for $j_l$ into the definition of $S$:

$$S=-S''-\frac{l+2}{x}S'+\frac{l+2}{x^2}S+\frac lxS'+\frac{l(l+2)}{x^2}S .$$

The terms in $S'$ add to $-2S'/x$, and those in $S/x^2$ have the coefficient $(l+1)(l+2)$. This is the inside equation with $l$ replaced by $l+1$, so the construction continues from each $l$ to the next. It has also produced a relation that lowers the index. Written for $j_l$ it reads

$$j_l'=j_{l-1}-\frac{l+1}{x}j_l .$$

For $l=0$ the same relation holds if we define $j_{-1}(x)=\cos x/x$, since $j_0'=\cos x/x-\sin x/x^2$.

The definition can also be written $j_{l+1}=-x^l\,(x^{-l}j_l)'$. Since $j_0$ is a power series in $x^2$, it follows step by step that $j_l$ is $x^l$ times a power series in $x^2$. These are therefore the regular solutions. If $j_l\approx c_lx^l$ for small $x$, the lowering relation gives $j_{l-1}\approx(2l+1)c_lx^{l-1}$. Thus $c_{l-1}=(2l+1)c_l$, and because $c_0=1$ none of the coefficients vanishes.

Outside, with $x=\kappa r$, start from $k_0(x)=e^{-x}/x$ and define

$$k_{l+1}=-k_l'+\frac lxk_l .$$

The algebra is the same except for one sign. The outside equation says that $k_l''+2k_l'/x-l(l+1)k_l/x^2=+k_l$, so the combination formed above now equals $-k_l$. The lowering relation becomes

$$k_l'=-k_{l-1}-\frac{l+1}{x}k_l ,$$

and for $l=0$ it holds with $k_{-1}=k_0$. Substituting it back into the definition gives the outside equation for $l+1$, as before.

Each $k_l$ is $e^{-x}$ times a sum of inverse powers of $x$ with coefficients that are not negative. This follows because $-(e^{-x}x^{-p})'=e^{-x}(x^{-p}+p\,x^{-p-1})$. So $k_l$ is positive and decays. Its most singular term is $C_lx^{-l-1}$, and the definition gives $C_{l+1}=(l+1)C_l+lC_l=(2l+1)C_l$, with $C_0=1$.

We can now join the two pieces. The potential jumps by a finite amount at the wall. Integrating the radial equation across a vanishing interval there shows that $R'$ does not jump, and hence neither does $R$. With $R=A\,j_l(kr)$ inside and $R=B\,k_l(\kappa r)$ outside, introduce the dimensionless numbers

$$z=ka,\qquad y=\kappa a,\qquad z_0=a\sqrt{2mV_0}.$$

From the definitions of $k$ and $\kappa$,

$$z^2+y^2=2ma^2(E+V_0)-2ma^2E=z_0^2,\qquad E=-\frac{y^2}{2ma^2}.$$

The single number $z_0$ measures the strength of the well. The two conditions at the wall are

$$A\,j_l(z)=B\,k_l(y),\qquad A\,z\,j_l'(z)=B\,y\,k_l'(y),$$

where the second has been multiplied by $a$. If $j_l(z)$ were zero, the first would give $B=0$, since $k_l>0$. The second would then give $j_l'(z)=0$ or $A=0$. A nonzero solution of a second-order equation cannot vanish together with its slope at an ordinary point, so the wave function would be zero everywhere. We may therefore divide the second condition by the first and use the lowering relations:

$$\frac{z\,j_{l-1}(z)}{j_l(z)}-(l+1)=-\frac{y\,k_{l-1}(y)}{k_l(y)}-(l+1).$$

The terms $-(l+1)$ cancel. With the definitions

$$F(z)=\frac{z\,j_{l-1}(z)}{j_l(z)},\qquad G(y)=\frac{y\,k_{l-1}(y)}{k_l(y)},$$

the condition for a bound level is

$$F(z)=-G(y),\qquad z^2+y^2=z_0^2 .$$

A level sits at its threshold when its binding energy goes to zero, that is, when $y\to0$ and $z\to z_0$. For $l=0$ we have $G(y)=y$. For $l\ge1$ the leading terms of $k_{l-1}$ and $k_l$ give

$$G(y)\approx y\,\frac{C_{l-1}y^{-l}}{C_ly^{-l-1}}=\frac{y^2}{2l-1}.$$

In both cases $G\to0$, so $F(z_0)=0$, which means

$$j_{l-1}(z_0)=0,\qquad z_0>0 .$$

The index $l-1$ has a direct origin. At zero energy the outer function is proportional to $r^{-l-1}$, whose logarithmic slope at the wall is $-(l+1)/a$. The combination $z j_l'+(l+1)j_l$ must then vanish for the inner function, and by the lowering relation this combination is $z j_{l-1}$. The restriction to positive $z_0$ matters for $l\ge2$, where $j_{l-1}$ also vanishes at the origin. There $F$ tends to $2l+1$, not to zero, and a well of zero strength binds nothing.

The first three cases are explicit. For s levels $j_{-1}=\cos z/z$, whose first zero is $\pi/2$. For p levels $j_0=\sin z/z$, whose first positive zero is $\pi$. For d levels the definition with $l=0$ gives

$$j_1(z)=-j_0'(z)=\frac{\sin z}{z^2}-\frac{\cos z}{z},$$

which vanishes when $\tan z=z$. The function $\tan z-z$ has the derivative $\tan^2z\ge0$ and starts from zero, so it has no root in $(0,\pi/2)$. Between $\pi/2$ and $\pi$ the tangent is negative. Between $\pi$ and $3\pi/2$ the function rises from $-\pi$ to infinity and has one root. There the equation can be written $z=3\pi/2-\arctan(1/z)$. Starting from $z=4.712$ and inserting each result on the right gives 4.503, 4.494 and then 4.493.

The state exactly at threshold has its own character. Outside the well its normalization integral is

$$\int_a^\infty r^2\,r^{-2l-2}\,dr=\int_a^\infty r^{-2l}\,dr .$$

This converges for $l\ge1$ and diverges for $l=0$. With the centrifugal barrier, a p or d state can thus be normalized even when its binding energy is zero, and the particle has a finite probability of being inside the well. For p the tail is nevertheless so long that the mean distance from the centre, which contains the integral of $1/r$, is infinite. An s particle at threshold spreads without limit. The count below refers to levels with $E<0$, so it leaves out this limiting state for every $l$.

## How many levels there are, and how they grow

The symbols carried over are these. The well has radius $a$, depth $V_0$ and strength $z_0=a\sqrt{2mV_0}$. A level of angular momentum $l$ has $E=-y^2/(2ma^2)$, with $z^2+y^2=z_0^2$, and satisfies $F(z)=-G(y)$, where $F=zj_{l-1}(z)/j_l(z)$ and $G=yk_{l-1}(y)/k_l(y)$. Here $j_l$ and $k_l$ are the regular inner and decaying outer functions. They obey $j_l'=j_{l-1}-(l+1)j_l/x$, $k_l'=-k_{l-1}-(l+1)k_l/x$ and $j_{l+1}=-j_l'+lj_l/x$. A level at threshold has $j_{l-1}(z_0)=0$.

So far we know where a level can have zero binding energy. We have not shown that one new level appears at each such point, nor that it stays. Both follow from the way $F$ and $G$ vary.

Measure length in units of the radius, $\rho=r/a$, and let $u=\rho R$. The inside equation becomes $u''=[l(l+1)/\rho^2-z^2]u$. Take the regular solutions $u_1$ and $u_2$ for two values $z_1$ and $z_2$. The centrifugal terms cancel in

$$(u_1u_2'-u_2u_1')'=u_1u_2''-u_2u_1''=(z_1^2-z_2^2)\,u_1u_2 .$$

Integrate from 0 to 1. The bracket on the left vanishes at the origin, where $u\propto\rho^{l+1}$. Dividing by $u_1(1)u_2(1)$ gives

$$\frac{u_2'(1)}{u_2(1)}-\frac{u_1'(1)}{u_1(1)}=(z_1^2-z_2^2)\int_0^1\frac{u_1u_2}{u_1(1)u_2(1)}\,d\rho .$$

The slope ratio is $u'/u=1+zj_l'/j_l=F-l$ at $\rho=1$. Letting $z_2\to z_1=z$ therefore yields

$$F'(z)=-2z\,I,\qquad I=\int_0^1\frac{\rho^2R^2(\rho)}{R^2(1)}\,d\rho>0 .$$

Outside, $u''=[l(l+1)/\rho^2+y^2]u$, and the right-hand side of the corresponding identity is $(y_2^2-y_1^2)u_1u_2$. Integration now runs from 1 to infinity, where the functions vanish, so the wall is the lower limit and contributes a minus sign. The slope ratio is $1+yk_l'/k_l=-l-G$. The two minus signs cancel, and

$$G'(y)=2y\,O,\qquad O=\int_1^\infty\frac{\rho^2R^2(\rho)}{R^2(1)}\,d\rho>0 .$$

Thus $F$ falls wherever it is defined, and $G$ rises.

The function $F$ is interrupted at the positive zeros of $j_l$, which we call $\eta_1<\eta_2<\dots$. There are infinitely many of them. This is clear for $j_0$, and between two neighbouring zeros of $x^{-l}j_l$ its derivative, which is $-x^{-l}j_{l+1}$, must vanish. At such a zero the lowering relation gives $j_{l-1}(\eta)=j_l'(\eta)\ne0$, so close to it

$$F(z)\approx\frac{\eta\,j_l'(\eta)}{j_l'(\eta)(z-\eta)}=\frac{\eta}{z-\eta}.$$

Hence $F$ goes to $-\infty$ on the left of $\eta$ and restarts from $+\infty$ on its right. On the first branch, from 0 to $\eta_1$, it starts at $2l+1$. On every branch it falls from a positive value to $-\infty$ and crosses zero once. Call the crossing on branch $n$ the point $\zeta_n$. These crossings are the positive zeros of $j_{l-1}$, because $j_l$ and $j_{l-1}$ cannot vanish together: that would make $j_l$ and its slope zero at one point.

For a given well, follow the sum

$$H(z)=F(z)+G\!\left(\sqrt{z_0^2-z^2}\right)$$

along one branch. As $z$ grows, $F$ falls. At the same time $y=\sqrt{z_0^2-z^2}$ shrinks, so $G$ falls too. Therefore $H$ decreases strictly and has at most one root per branch. It is positive at the left end of the branch. If the whole branch lies below $z_0$, then $H\to-\infty$ at its right end and there is one root. If $z_0$ lies within the branch, the right end is at $z=z_0$, where $G=0$ and $H=F(z_0)$. This is negative when $z_0>\zeta_n$, which gives one root, and positive when $z_0<\zeta_n$, which gives none. When $z_0=\zeta_n$ the root is the zero-energy state and is not counted. The result is

$$N_l(z_0)=\text{number of positive zeros of }j_{l-1}\text{ smaller than }z_0 .$$

One new level of angular momentum $l$, with its $2l+1$ orbital states, appears as $z_0$ passes each of these zeros, and at no other strength. The root on branch $n$ lies between $\zeta_n$ and the smaller of $\eta_n$ and $z_0$. This is a convenient bracket for finding it numerically, provided the condition is multiplied by $j_l(z)$ to remove the pole at $\eta_n$.

The same derivatives tell how a level moves once it exists. Let the depth change slightly, with $a$ and $m$ fixed. Differentiating $F(z)+G(y)=0$ gives $-2zI\,dz+2yO\,dy=0$, or $I\,d(z^2)=O\,d(y^2)$. Since $d(z^2)=d(z_0^2)-d(y^2)$,

$$\frac{d(y^2)}{d(z_0^2)}=\frac{I}{I+O}=P_{\rm in}.$$

The integrals $I$ and $O$ are the unnormalized probabilities inside and outside, so $P_{\rm in}$ is the probability of finding the particle in the well. Both $y^2$ and $z_0^2$ carry the same factor $2ma^2$, and hence $d|E|/dV_0=P_{\rm in}$. Lowering the floor of the well lowers the level in proportion to the time the particle spends there. The slope is positive, so a bound level becomes more strongly bound as the well deepens and is never lost.

Just above a threshold $\zeta$, let $\delta=z_0-\zeta$ be small. We need the slope of $F$ at $\zeta$. For $l\ge1$ the definition of $j_l$ from $j_{l-1}$ gives $j_{l-1}'(\zeta)=-j_l(\zeta)$, because $j_{l-1}(\zeta)=0$. Then $F'(\zeta)=\zeta j_{l-1}'/j_l=-\zeta$. For $l=0$, $F=z\cot z$ has the same slope $-\zeta$ where $\cos\zeta=0$. To leading order the matching condition is therefore $\zeta(z-\zeta)=G(y)$, with $z-\zeta\approx\delta-y^2/(2\zeta)$.

For $l=0$, $G=y$, and the $y^2$ term is negligible beside it. So

$$y\approx\zeta\delta,\qquad |E|\approx\frac{\zeta^2\delta^2}{2ma^2}.$$

For $l\ge1$ both terms are of order $y^2$ and must be kept:

$$\zeta\delta=y^2\left(\frac12+\frac1{2l-1}\right)=\frac{2l+1}{2(2l-1)}\,y^2,$$

$$y^2\approx2\zeta\delta\,\frac{2l-1}{2l+1}.$$

An s level emerges quadratically in $\delta$, the others linearly. Because $z_0^2-\zeta^2\approx2\zeta\delta$, the last factor is the initial slope $P_{\rm in}$. It can also be read from the threshold state: $F'(\zeta)=-\zeta=-2\zeta I$ gives $I=1/2$, while $O=\int_1^\infty\rho^{-2l}d\rho=1/(2l-1)$. A p particle at threshold is inside with probability $1/3$, a d particle with probability $3/5$. For s the outside integral diverges, the inside probability is zero, and the level starts with zero slope.

As an example take a model well with round parameters: a free-electron mass, $a=3$ angstrom (5.6692 bohr) and $V_0=10$ eV (0.36749 hartree). Its strength is

$$z_0=5.6692\sqrt{2\times0.36749}=4.860 .$$

The energy unit $1/(2ma^2)$ equals 0.4233 eV. A threshold $\zeta$ corresponds to the depth $\zeta^2$ times this unit. For this radius the first s, p and d levels need 1.045, 4.178 and 8.547 eV, and the second s level, with $\zeta=3\pi/2=4.712$, needs 9.401 eV. The first f level has $\zeta=5.763$ and needs 14.06 eV; the second p level, with $\zeta=2\pi$, needs 16.71 eV. All remaining thresholds also lie above 5.763, and so above $z_0$. For each $l$ they rise with $n$; for each $n$ they rise with $l$, because $\zeta_n<\eta_n$ and $\eta_n$ is the $n$-th threshold for $l+1$; and the third s threshold is $5\pi/2=7.854$. The well therefore has four levels, 1s, 1p, 1d and 2s, where the number counts levels of the same $l$. They hold $1+3+5+1=10$ orbital states, or 20 with spin.

Solving $F=-G$ by numerical root finding within the brackets gives

$$E_{1s}=-7.179,\quad E_{1p}=-4.343,\quad E_{1d}=-0.985,\quad E_{2s}=-0.133\ \text{eV}.$$

The 1s value can be followed by hand. It corresponds to $y^2=7.179/0.4233=16.96$, so $y=4.118$ and $z=\sqrt{23.62-16.96}=2.581$. Then $-z\cot z$ is about 4.11, which agrees with $y$ within the rounding of the numbers used, as the s condition $z\cot z=-y$ requires.

The binding energy divided by the depth in excess of threshold is the average of $P_{\rm in}$ over that range of depths. For 1d it is $0.985/(10-8.547)=0.68$, above the starting value 0.60. For 2s it is $0.133/(10-9.401)=0.22$, above its starting value of zero. The leading law for 2s gives $y\approx4.712\times0.148=0.70$ and a binding of 0.21 eV, well above 0.133 eV. The reason is that $y$ is not small compared with 1, so the neglected term $y^2/2$ matters.

The rule $j_{l-1}(z_0)=0$ depends on equal masses. In a heterostructure described by one effective mass inside and another outside, the usual choice is to keep $R$ and $R'/m$ continuous, instead of $R$ and $R'$. This conserves the radial current, although it is not the only condition that does. Let $\beta=m_{\rm in}/m_{\rm out}$ and define $z_0$ with $m_{\rm in}$. At zero energy the outer slope is still $-(l+1)/a$, so the condition is $F(z_0)-(l+1)=-\beta(l+1)$, or

$$z_0\,j_{l-1}(z_0)=(1-\beta)(l+1)\,j_l(z_0).$$

The cancellation that produced the simple rule is now incomplete. With $\beta=0.8$, and with the inner mass and radius held fixed, numerical solution moves the first s, p and d thresholds to 1.432, 3.003 and 4.347. In the example the required depths fall to 0.868, 3.818 and 7.999 eV, which is 17, 9 and 6 per cent below the equal-mass values.

The example is of atomic size. A semiconductor quantum dot is typically larger and its electrons lighter: very roughly, a radius of 30 angstrom and a mass of 0.1. The energy unit scales as $1/(ma^2)$, so it is ten times smaller, and the equal-mass thresholds become about 0.10, 0.42 and 0.85 eV. Barriers in such structures range roughly from a few tenths of an eV to a few eV, so in this model the number of bound levels does depend on the barrier. These numbers assume one isotropic, parabolic conduction valley, which is only a rough approximation at such energies above the band edge. If, for illustration, the inner wavenumber obeys $E(1+\alpha E)=k^2/(2m)$, with $E$ measured from the floor of the well, $\alpha=0.6$ per eV and the condition at the wall left unchanged, the three thresholds become about 0.10, 0.35 and 0.62 eV. The assumption of equal masses can matter a great deal here. If the outer mass were ten times the inner one, the s condition $z_0\cot z_0=0.9$, with $z\cot z\approx1-z^2/3$, would give $z_0^2\approx0.3$ in place of $\pi^2/4\approx2.5$. The s threshold depth would then be about one eighth of the equal-mass value.

Numerical values quoted here were computed with a short program.
